# Tracking Active Spaces with Overlap Singular Values and Procrustes Alignment: verification in Python

```python
"""Active-space tracking by singular values and orthogonal Procrustes rotation.

Result under test: for orthonormal old orbitals a_i and new orbitals b_p,
M_ip = <a_i|b_p> = U Sigma V^T gives the principal-angle cosines Sigma.
The largest column weights select the best orbital subset, and Q = V U^T
minimizes the summed squared distance between b Q and a.

Model: a 2D oscillator, hbar = m = 1, frequencies omega (x) and 2 (y),
coupling lam*x^2*y*exp(-(x^2+y^2)/4), and a centre moving with omega.
Orbital indices start at zero and are ordered by energy.
All lengths, frequencies and energies are in oscillator units (o.u.).
"""
from itertools import combinations
from math import comb
import numpy as np
from scipy.linalg import eigh, expm, svdvals
from scipy.optimize import minimize, minimize_scalar
from scipy.special import gamma

NX, NY = 9, 5
AX, AY = 1.0, 2.0
OMEGA_Y = 2.0
THRESHOLD = 0.9
REPULSION, RANGE = 2.0, 1.0
WEAK, STRONG = 0.01, 0.35
grid = np.linspace(-8, 8, 81)
spacing = grid[1] - grid[0]
rng = np.random.default_rng(7)


def norms(size, a):
    i = np.arange(size)
    return np.sqrt(gamma(i + 0.5) / a ** (i + 0.5))


def table(size, a, q):
    values = np.array([q ** i * np.exp(-a * q * q / 2) for i in range(size)])
    return values / norms(size, a)[:, None]


def derivative_table(size, a, q):
    values = np.array([(i * q ** max(i - 1, 0) - a * q ** (i + 1))
                       * np.exp(-a * q * q / 2) for i in range(size)])
    return values / norms(size, a)[:, None]


def shifted_overlap(size, a, shift):
    """Analytic overlap of Gaussian functions whose centres differ by shift."""
    left = np.zeros((size, size))
    right = np.zeros((size, size))
    moments = np.zeros((size, size))
    for i in range(size):
        for k in range(size):
            if k <= i:
                left[i, k] = comb(i, k) * (shift / 2) ** (i - k)
                right[i, k] = comb(i, k) * (-shift / 2) ** (i - k)
            if (i + k) % 2 == 0:
                power = (i + k + 1) / 2
                moments[i, k] = gamma(power) / a ** power
    raw = np.exp(-a * shift ** 2 / 4) * left @ moments @ right.T
    n = norms(size, a)
    return raw / np.outer(n, n)


SY = shifted_overlap(NY, AY, 0.0)


def cross_overlap(shift):
    return np.kron(shifted_overlap(NX, AX, shift), SY)


def quadrature(functions, weight):
    return (functions * weight) @ functions.T * spacing


bx, by = table(NX, AX, grid), table(NY, AY, grid)
dx, dy = derivative_table(NX, AX, grid), derivative_table(NY, AY, grid)
one = np.ones_like(grid)
SX = shifted_overlap(NX, AX, 0.0)
S = np.kron(SX, SY)
KINETIC = (np.kron(quadrature(dx, one), SY)
           + np.kron(SX, quadrature(dy, one))) / 2
X2 = np.kron(quadrature(bx, grid ** 2), SY)
Y2 = np.kron(SX, quadrature(by, grid ** 2))
COUPLING = np.kron(quadrature(bx, grid ** 2 * np.exp(-grid ** 2 / 4)),
                   quadrature(by, grid * np.exp(-grid ** 2 / 4)))


def hamiltonian(omega, lam):
    return (KINETIC + omega ** 2 * X2 / 2 + OMEGA_Y ** 2 * Y2 / 2
            + lam * COUPLING)


def orbitals(omega, lam):
    return eigh(hamiltonian(omega, lam), S)


def centre(omega):
    return 0.5 * (omega - 0.82)


def between(omega_old, omega_new):
    return cross_overlap(centre(omega_new) - centre(omega_old))


def procrustes(overlap):
    u, _, vt = np.linalg.svd(overlap)
    return vt.T @ u.T


def on_grid(coefficients, position=0.0):
    cube = coefficients.reshape(NX, NY, -1)
    return np.einsum('ijn,ix,jy->nxy', cube,
                     table(NX, AX, grid - position), by, optimize=True)


def track(omegas, lam, start=(0, 1, 2)):
    """Carry aligned active orbitals along the path and record each decision."""
    _, c = orbitals(omegas[0], lam)
    selected = list(start)
    reference = c[:, selected]
    aligned, sets, records = [reference], [tuple(selected)], []
    for old, new in zip(omegas[:-1], omegas[1:]):
        _, c = orbitals(new, lam)
        w = reference.T @ between(old, new) @ c
        same = svdvals(w[:, selected]).min()
        decision = 'keep'
        if same < THRESHOLD:
            weights = (w ** 2).sum(axis=0)
            selected = sorted(np.argsort(-weights)[:len(start)].tolist())
            decision = 'swap'
        best = svdvals(w[:, selected]).min()
        if best < THRESHOLD:
            decision = 'mixed'
        reference = c[:, selected] @ procrustes(w[:, selected])
        aligned.append(reference)
        sets.append(tuple(selected))
        records.append((same, best, decision))
    return aligned, sets, records


def singlet_energy(active, omega, lam):
    """Lowest two-electron singlet energy within the active orbitals."""
    n = active.shape[1]
    phi = on_grid(active)
    density = np.einsum('pxy,qxy->pqxy', phi, phi).reshape(n * n, 81, 81)
    kernel = np.exp(-(grid[:, None] - grid[None, :]) ** 2 / (2 * RANGE ** 2))
    smooth = kernel @ density @ kernel
    eri = (density.reshape(n * n, -1) @ smooth.reshape(n * n, -1).T
           * spacing ** 4 * REPULSION).reshape(n, n, n, n)
    h = active.T @ hamiltonian(omega, lam) @ active
    full = (np.kron(h, np.eye(n)) + np.kron(np.eye(n), h)
            + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n))
    symmetric = []
    for p in range(n):
        for q in range(p, n):
            v = np.zeros((n, n))
            v[p, q] += 1
            v[q, p] += 1
            symmetric.append(v.ravel() / np.linalg.norm(v))
    b = np.array(symmetric).T
    return np.linalg.eigvalsh(b.T @ full @ b)[0]


# The finite basis must reproduce uncoupled oscillator levels.
for omega in (0.82, 1.18):
    exact = sorted((i + 0.5) * omega + (j + 0.5) * OMEGA_Y
                   for i in range(5) for j in range(3))[:4]
    assert np.allclose(orbitals(omega, 0)[0][:4], exact, atol=2e-5)

path = np.linspace(0.82, 1.18, 10)
aligned, sets, records = track(path, WEAK)
assert [r[2] for r in records].count('swap') == 1
assert records[4][2] == 'swap'
assert all(r[1] > 0.99 for r in records)
assert sets[4] == (0, 1, 2) and sets[5] == (0, 1, 3)

# Identify the tracked character with an analytic oscillator function.
tracked_character, fixed_character = [], []
for omega, active in zip(path, aligned):
    fx = ((omega / np.pi) ** 0.25 * (2 * omega * grid ** 2 - 1)
          / np.sqrt(2) * np.exp(-omega * grid ** 2 / 2))
    fy = (OMEGA_Y / np.pi) ** 0.25 * np.exp(-OMEGA_Y * grid ** 2 / 2)
    target = np.outer(fx, fy)
    fixed = orbitals(omega, WEAK)[1][:, :3]
    for coefficients, output in ((active, tracked_character),
                                 (fixed, fixed_character)):
        amplitudes = np.einsum('nxy,xy->n', on_grid(coefficients), target)
        output.append(np.sum((amplitudes * spacing ** 2) ** 2))
assert min(tracked_character) > 0.99
assert max(fixed_character[5:]) < 0.01

# Compare analytic overlaps and principal angles with grid quadrature.
old, new = path[4], path[5]
e_old, c_old = orbitals(old, WEAK)
e_new, c_new = orbitals(new, WEAK)
reference = aligned[4]
w_swap = reference.T @ between(old, new) @ c_new
a_grid = on_grid(reference, centre(old)).reshape(3, -1).T * spacing
b_grid = on_grid(c_new[:, :3], centre(new)).reshape(3, -1).T * spacing
assert np.allclose(a_grid.T @ b_grid, w_swap[:, :3], atol=1e-8)
sigma_swap = svdvals(w_swap[:, :3])
q_basis, _ = np.linalg.qr(np.hstack((a_grid, b_grid)))
a_small, b_small = q_basis.T @ a_grid, q_basis.T @ b_grid
difference = np.linalg.eigvalsh(a_small @ a_small.T - b_small @ b_small.T)
sines = np.sqrt(1 - sigma_swap ** 2)
assert np.allclose(difference, np.sort(np.r_[-sines, sines]), atol=1e-6)

# Locate the resonance and compare the swap with the two-state estimate.
resonance = minimize_scalar(
    lambda omega: np.diff(orbitals(omega, WEAK)[0][2:4])[0],
    bounds=(0.98, 1.02), method='bounded', options={'xatol': 1e-9})
gap_old, gap_new = e_old[3] - e_old[2], e_new[3] - e_new[2]
two_state = np.sin(0.5 * np.arcsin(resonance.fun / gap_old)
                   + 0.5 * np.arcsin(resonance.fun / gap_new))
assert abs(two_state - sigma_swap.min()) < 3e-3

# At resonance no three-orbital subset passes, but four orbitals suffice.
c_res = orbitals(resonance.x, WEAK)[1]
w_res = reference.T @ between(old, resonance.x) @ c_res
weights_res = (w_res ** 2).sum(axis=0)
enlarged = svdvals(w_res[:, :4])
assert enlarged.min() > 0.99
subset_minima = []
for w in (w_swap, w_res):
    subsets = list(combinations(range(8), 3))
    values = [svdvals(w[:, subset]) for subset in subsets]
    winner = subsets[int(np.argmax([np.sum(s ** 2) for s in values]))]
    ranked = tuple(sorted(np.argsort(-(w ** 2).sum(axis=0))[:3].tolist()))
    assert winner == ranked
    assert sum(s.min() ** 2 > 0.5 for s in values) <= 1
    subset_minima.append(max(s.min() for s in values))
assert subset_minima[0] > THRESHOLD > subset_minima[1]

# Minimize the orbital distance directly over both components of O(3).
best_set = np.argsort(-weights_res)[:3]
m = w_res[:, best_set]
scramble, _ = np.linalg.qr(rng.normal(size=(3, 3)))
target = on_grid(reference, centre(old)).reshape(3, -1).T * spacing
moving = on_grid(c_res[:, best_set] @ scramble,
                 centre(resonance.x)).reshape(3, -1).T * spacing


def rotation(parameters, sign):
    x, y, z = parameters
    skew = np.array([[0, x, y], [-x, 0, z], [-y, -z, 0]])
    return expm(skew) @ np.diag([1, 1, sign])


def distance(parameters, sign):
    return np.sum((moving @ rotation(parameters, sign) - target) ** 2)


searched = min(minimize(distance, rng.normal(size=3), args=(sign,)).fun
               for sign in (-1, 1) for _ in range(5))
formula_distance = 2 * np.sum(1 - svdvals(m))
assert abs(searched - formula_distance) < 1e-6
q_scrambled = procrustes(m @ scramble)
assert np.allclose(scramble @ q_scrambled, procrustes(m), atol=1e-9)
assert abs(np.sum((moving @ q_scrambled - target) ** 2) - searched) < 1e-6

# A crossing inside a larger active space changes order, not the subspace.
m_four = c_old[:, :4].T @ between(old, new) @ c_new[:, :4]
sigma_four = svdvals(m_four)
raw_diagonal = np.abs(np.diag(m_four))
aligned_diagonal = np.diag(m_four @ procrustes(m_four))
assert sigma_four.min() > 0.99
assert raw_diagonal[2:].max() < 0.2 and aligned_diagonal.min() > 0.99

# Compare endpoint spaces after the complete weak-coupling path.
full_shift = between(path[0], path[-1])
end_tracked = svdvals(aligned[0].T @ full_shift @ aligned[-1]).min()
end_fixed = svdvals(aligned[0].T @ full_shift
                    @ orbitals(path[-1], WEAK)[1][:, :3]).min()
assert end_tracked > 0.8 and end_fixed < 0.2

# Fine steps through a broad avoided crossing follow the adiabatic orbital.
deficits, fine_ends = [], []
for steps in (45, 90):
    fine = np.linspace(path[0], path[-1], steps + 1)
    fine_active, fine_sets, fine_records = track(fine, STRONG)
    assert set(fine_sets) == {(0, 1, 2)}
    deficits.append(1 - min(r[1] for r in fine_records))
    fine_ends.append(svdvals(fine_active[0].T @ full_shift
                             @ fine_active[-1]).min())
assert max(deficits) < 0.01 and max(fine_ends) < 0.5
assert 3.7 < deficits[0] / deficits[1] < 4.3

# Follow the interacting energy and test its active-rotation invariance.
tracked_energy = np.array([singlet_energy(a, omega, WEAK)
                           for a, omega in zip(aligned, path)])
fixed_energy = np.array([singlet_energy(orbitals(omega, WEAK)[1][:, :3],
                                       omega, WEAK) for omega in path])
rotated_energy = singlet_energy(aligned[5] @ scramble, new, WEAK)
assert abs(rotated_energy - tracked_energy[5]) < 1e-9
tracked_bend = tracked_energy[3] - 2 * tracked_energy[4] + tracked_energy[5]
fixed_bend = fixed_energy[3] - 2 * fixed_energy[4] + fixed_energy[5]
assert abs(fixed_bend) > 10 * abs(tracked_bend)

print('o.u. = oscillator units; overlaps and weights are dimensionless')
print(f'basis functions: {NX * NY}; omega_y = {OMEGA_Y:.2f} o.u.')
print(f'weak, strong lambda = {WEAK:.2f}, {STRONG:.2f} o.u.')
print(f'threshold = {THRESHOLD:.2f}')
print(f'centre shift per step = {centre(new) - centre(old):.3f} o.u.')
print('omega old->new (o.u.); sigma_min old set, chosen set; decision; set')
for k, (same, best, decision) in enumerate(records):
    print(f'{path[k]:.2f}->{path[k+1]:.2f}; {same:.5f}, {best:.5f}; '
          f'{decision}; {sets[k+1]}')
print('levels 0-3 at omega 0.98 (o.u.):', np.round(e_old[:4], 5))
print('levels 0-3 at omega 1.02 (o.u.):', np.round(e_new[:4], 5))
print('swap step, old-set singular values:', np.round(sigma_swap, 5))
print('swap step, weights of orbitals 0-3:',
      np.round((w_swap ** 2).sum(axis=0)[:4], 5))
print(f'resonance omega = {resonance.x:.6f} o.u.')
print(f'minimum gap = {resonance.fun:.6f} o.u.')
print(f'gaps before, after = {gap_old:.6f}, {gap_new:.6f} o.u.')
print(f'two-state sigma_min estimate = {two_state:.5f}')
print('resonance weights of orbitals 0-3:', np.round(weights_res[:4], 5))
print(f'resonance best three-orbital sigma_min = {subset_minima[1]:.5f}')
print('resonance four-orbital singular values:', np.round(enlarged, 5))
print(f'Procrustes squared distance, formula = {formula_distance:.7f}')
print(f'Procrustes squared distance, search = {searched:.7f}')
print('internal crossing singular values:', np.round(sigma_four, 5))
print('internal crossing raw |diagonal|:', np.round(raw_diagonal, 5))
print('internal crossing aligned diagonal:', np.round(aligned_diagonal, 5))
print(f'minimum tracked (2,0) weight = {min(tracked_character):.5f}')
print(f'maximum fixed-set (2,0) weight after swap = '
      f'{max(fixed_character[5:]):.5f}')
print(f'end-to-end sigma_min tracked, fixed = '
      f'{end_tracked:.5f}, {end_fixed:.5f}')
for steps, deficit, end in zip((45, 90), deficits, fine_ends):
    print(f'strong, {steps} steps: worst 1-sigma = {deficit:.7f}; '
          f'end sigma_min = {end:.5f}')
print(f'step-halving deficit ratio = {deficits[0] / deficits[1]:.3f}')
print(f'repulsion strength, range = {REPULSION:.2f}, {RANGE:.2f} o.u.')
print('omega; singlet energy tracked, fixed indices (all o.u.)')
for k in range(3, 7):
    print(f'{path[k]:.2f}; {tracked_energy[k]:.6f}, {fixed_energy[k]:.6f}')
print(f'energy difference fixed-tracked at omega 1.02 = '
      f'{fixed_energy[5] - tracked_energy[5]:.6f} o.u.')
print(f'energy second difference tracked, fixed = '
      f'{tracked_bend:.6f}, {fixed_bend:.6f} o.u.')
print('OK')
```

Running it gives:

```
o.u. = oscillator units; overlaps and weights are dimensionless
basis functions: 45; omega_y = 2.00 o.u.
weak, strong lambda = 0.01, 0.35 o.u.
threshold = 0.90
centre shift per step = 0.020 o.u.
omega old->new (o.u.); sigma_min old set, chosen set; decision; set
0.82->0.86; 0.99877, 0.99877; keep; (0, 1, 2)
0.86->0.90; 0.99883, 0.99883; keep; (0, 1, 2)
0.90->0.94; 0.99888, 0.99888; keep; (0, 1, 2)
0.94->0.98; 0.99866, 0.99866; keep; (0, 1, 2)
0.98->1.02; 0.07392, 0.99634; swap; (0, 1, 3)
1.02->1.06; 0.99874, 0.99874; keep; (0, 1, 3)
1.06->1.10; 0.99903, 0.99903; keep; (0, 1, 3)
1.10->1.14; 0.99907, 0.99907; keep; (0, 1, 3)
1.14->1.18; 0.99909, 0.99909; keep; (0, 1, 3)
levels 0-3 at omega 0.98 (o.u.): [1.49    2.46999 3.44993 3.49005]
levels 0-3 at omega 1.02 (o.u.): [1.51    2.52999 3.50994 3.55004]
swap step, old-set singular values: [1.      0.99971 0.07392]
swap step, weights of orbitals 0-3: [1.      0.99941 0.00546 0.99273]
resonance omega = 1.000005 o.u.
minimum gap = 0.002968 o.u.
gaps before, after = 0.040120, 0.040100 o.u.
two-state sigma_min estimate = 0.07400
resonance weights of orbitals 0-3: [1.      0.99985 0.53673 0.46281]
resonance best three-orbital sigma_min = 0.73262
resonance four-orbital singular values: [1.      0.99995 0.99974]
Procrustes squared distance, formula = 0.5349085
Procrustes squared distance, search = 0.5349085
internal crossing singular values: [1.      0.99982 0.9998  0.99898]
internal crossing raw |diagonal|: [0.9998  0.9994  0.07392 0.07392]
internal crossing aligned diagonal: [1.      0.99969 0.99911 0.9998 ]
minimum tracked (2,0) weight = 0.99861
maximum fixed-set (2,0) weight after swap = 0.00135
end-to-end sigma_min tracked, fixed = 0.92051, 0.00753
strong, 45 steps: worst 1-sigma = 0.0030091; end sigma_min = 0.25259
strong, 90 steps: worst 1-sigma = 0.0007566; end sigma_min = 0.25259
step-halving deficit ratio = 3.977
repulsion strength, range = 2.00, 1.00 o.u.
omega; singlet energy tracked, fixed indices (all o.u.)
0.94; 3.943269, 3.943269
0.98; 4.004699, 4.004699
1.02; 4.064664, 4.123667
1.06; 4.123278, 4.177402
energy difference fixed-tracked at omega 1.02 = 0.059003 o.u.
energy second difference tracked, fixed = -0.001465, 0.057539 o.u.
OK
```
